# Why Transient Dopant Broadening Does Not Depend on Cluster Dissociation Rate

## 1. A case simple enough to see through

Ion implantation leaves excess self-interstitials in a crystal. During annealing many of them first collect in small clusters, which later dissolve. While they dissolve, the crystal holds more free interstitials than in equilibrium, and dopants that move with the help of interstitials diffuse faster than usual. This is transient enhanced diffusion.

Let the clusters lie at depth \(R\) and hold \(Q\) interstitials per unit area. Suppose that they release them at a constant rate \(J\) per unit area until none are left, and that the surface at \(x=0\) holds the free interstitials at their equilibrium concentration \(C^*\). In the steady state all released interstitials diffuse to the surface, so the excess concentration \(c=C_I-C^*\) falls linearly from its value at \(R\) to zero at the surface:
\[
J=D_I\frac{c(R)}{R},\qquad c(R)=\frac{JR}{D_I}.
\]
Deeper than \(R\) there is no net flux, so \(c\) keeps the value \(c(R)\). The release lasts for a time \(Q/J\). The excess multiplied by its duration is
\[
\frac{JR}{D_I}\times\frac{Q}{J}=\frac{QR}{D_I}.
\]
The rate \(J\) has cancelled. Faster release gives a higher excess for a proportionally shorter time. If the added dopant diffusivity is proportional to \(c\), the added broadening depends on \(Q\) and not on \(J\).

It remains to treat a release rate that varies in time and a surface that removes interstitials at a finite speed, and to find where the cancellation stops.

## 2. The model

The layer occupies \(0<x<W\), and its back face lets no interstitials through. The temperature is constant. Let \(N(t)\) be the number of interstitials per area still in clusters, with \(N(0)=Q\), and let \(r=-dN/dt\) be the net release rate. The free excess obeys
\[
\frac{\partial c}{\partial t}=D_I\frac{\partial^2c}{\partial x^2}+r(t)\,\delta(x-R),
\]
with the boundary conditions
\[
D_I\,\frac{\partial c}{\partial x}\Big|_{0}=k_s\,c(0,t),\qquad \frac{\partial c}{\partial x}\Big|_{W}=0 .
\]
The first condition says that the flux into the surface is proportional to the excess there. It defines a length \(L=D_I/k_s\); a perfect sink has \(L=0\). At the start \(c=0\). There are no sinks in the bulk, and the dopant is too dilute to hold a significant number of interstitials.

## 3. How the dopant responds

Let a dopant atom move only while paired with an interstitial. If pairing is in local equilibrium, the pair concentration is \(P=KC_IC_A\), where \(C_A\) is the dopant concentration and \(P\ll C_A\). With pair diffusivity \(D_P\) and supersaturation \(s=C_I/C^*\), the dopant flux is
\[
-D_P\frac{\partial P}{\partial x}=-D_A^*\frac{\partial (sC_A)}{\partial x},\qquad D_A^*=D_PKC^* .
\]
Here \(D_A^*\) is the dopant diffusivity in equilibrium, where \(s=1\). Conservation of dopant gives
\[
\frac{\partial C_A}{\partial t}=D_A^*\frac{\partial^2(sC_A)}{\partial x^2}.
\]

Multiply by \(x\) and integrate over a profile that vanishes well before the edges of the layer. Two integrations by parts give zero on the right, so the mean depth stays fixed. Multiply instead by \(x^2\). Two integrations by parts now leave a factor 2, and after division by the dopant dose the variance obeys
\[
\frac{d\sigma^2}{dt}=2D_A^*\langle s\rangle ,
\]
where the average is taken over the dopant profile at that instant.

If \(s\) is uniform across the profile, it can be taken out of the derivative. With the new variable \(\theta=\int_0^t D_A^*s\,dt'\),
\[
\frac{\partial C_A}{\partial\theta}=\frac{\partial^2C_A}{\partial x^2}.
\]
The whole profile, and not only its width, then depends on the history of \(s\) through the single number \(\theta\).

## 4. The quasi-steady supersaturation

Suppose that \(r\) changes little in the time a free interstitial needs to reach the surface. Then \(\partial c/\partial t\) can be neglected, and \(c\) is linear in \(x\) on each side of \(R\).

- For \(x>R\) the slope is zero, because it is zero at the back face.
- For \(x<R\) call the slope \(a\). Integrating the balance across \(R\) gives \(0=D_I(0-a)+r\), so \(a=r/D_I\).
- At the surface \(D_Ia=k_sc(0)\), so \(c(0)=La\).

Together,
\[
c(x,t)=\frac{r(t)}{D_I}\left[\min(x,R)+L\right].
\]
A dopant profile that lies entirely deeper than \(R\) therefore sees a uniform supersaturation.

To make the condition quantitative, let \(T(x)\) be the mean time in which an interstitial starting at \(x\) leaves through the surface. After a short time \(dt\) it has moved at random, and the mean of \(T\) over its new positions is \(T+D_IT''dt\). Since \(dt\) has been used up, \(T=dt+T+D_IT''dt\), or \(D_IT''=-1\). The boundary conditions are \(T'(W)=0\) and \(T(0)=LT'(0)\). Integrating from the back face gives \(T'=(W-x)/D_I\), hence
\[
T(x)=\frac{LW+Wx-x^2/2}{D_I},\qquad T_{\max}=T(W)=\frac{W(W/2+L)}{D_I}.
\]
For clusters that dissolve at the rate \(k_d\), the whole layer is quasi-steady if \(k_dT_{\max}\ll1\). The layer thickness enters because interstitials also wander to the back and return. This condition is sufficient but not necessary for a dopant at a depth \(x\ll W\). In a thick wafer \(T_{\max}\) can far exceed the anneal time, yet the region near the surface still follows the quasi-steady result approximately, provided the diffusion length \(\sqrt{D_I/k_d}\) is much larger than \(x+L\).

## 5. The total broadening

For \(x>R\), integrate the quasi-steady result from 0 to \(t\). Since \(\int_0^t r\,dt'=Q-N(t)\),
\[
\int_0^t(s-1)\,dt'=\frac{(R+L)\,[Q-N(t)]}{D_IC^*}.
\]
No law for \(r(t)\) has been used. Once the clusters have dissolved and the excess has drained away, the integral is
\[
S=\frac{Q(R+L)}{D_IC^*}.
\]
\(S\) is a time: the number of seconds of ordinary diffusion that the released interstitials add. Insert it into the variance equation:
\[
\sigma^2=\sigma_0^2+2D_A^*t+2D_A^*S .
\]
The last term is the transient broadening. It is proportional to the trapped dose and does not contain the dissociation rate.

Three qualifications belong to this statement.

- The dose is not the sole parameter. Depth, surface removal, \(D_IC^*\) and \(D_A^*\) also enter. A change of temperature changes several of these, so the comparison of different dissociation rates is made with the others held fixed.
- The term \(2D_A^*t\) grows with annealing time. Total widths can be compared only at equal times.
- If annealing stops before all clusters have dissolved, but after a time much longer than the exit time \(T_{\max}\), \(Q-N(t)\) replaces \(Q\), and the rate returns through the released fraction. In shorter anneals some released interstitials are still in the layer, and the broadening is smaller than this rule gives. For a dopant at depth \(x\) in a much thicker layer the relative shortfall is of order \((x+L)/\sqrt{D_It}\), which can be small even when \(t\ll T_{\max}\).

Two limits show what controls \(S\). If \(L\ll R\), then \(S\approx QR/(D_IC^*)\), and diffusion to the surface is the bottleneck. If \(L\gg R\), then \(S\approx Q/(k_sC^*)\); the surface reaction is the bottleneck, and neither the cluster depth nor \(D_I\) matters.

## 6. A worked example

Take round model parameters, not assigned to any material: \(Q=10^{14}\ \mathrm{cm^{-2}}\), \(R=100\) nm, \(L=20\) nm, \(W=1000\) nm, \(D_I=10^{-8}\ \mathrm{cm^2/s}\), \(C^*=10^{13}\ \mathrm{cm^{-3}}\) and \(D_A^*=5\times10^{-16}\ \mathrm{cm^2/s}\). The dopant is centred at 500 nm with \(\sigma_0=20\) nm. With \(R+L=1.2\times10^{-5}\) cm,
\[
S=\frac{10^{14}\times1.2\times10^{-5}}{10^{-8}\times10^{13}}\ \mathrm{s}=12000\ \mathrm{s}.
\]
The excess integral of the diffusivity is
\[
D_A^*S=6.0\times10^{-12}\ \mathrm{cm^2}=600\ \mathrm{nm^2},
\]
which adds \(1200\ \mathrm{nm^2}\) to the variance. An anneal of 5000 s adds \(500\ \mathrm{nm^2}\) by ordinary diffusion. The final width is
\[
\sigma=\sqrt{400+500+1200}\ \mathrm{nm}=45.8\ \mathrm{nm}.
\]

The time-dependent equations of Sections 2 and 3 were also integrated numerically, without the quasi-steady assumption. For \(k_d=0.003\), 0.01 and 0.03 s\(^{-1}\), the excess variance was \(1200\ \mathrm{nm^2}\) and the final width 45.8 nm each time. The final profiles for the slowest and fastest of these rates differed by less than \(10^{-4}\) of the peak height. Doubling the dose doubled the excess variance to \(2400\ \mathrm{nm^2}\).

## 7. What the dissociation rate does control

For first-order dissociation without recapture, \(dN/dt=-k_dN\), so \(N=Qe^{-k_dt}\) and \(r=k_dQe^{-k_dt}\). Beyond \(R\),
\[
s-1=\frac{(R+L)\,r}{D_IC^*}=Sk_d\,e^{-k_dt}.
\]
The height is proportional to \(k_d\) and the duration to \(1/k_d\). The time for 99% release is \(\ln(100)/k_d\): 1535 s for the slowest of the three rates and 153.5 s for the fastest.

An anneal of 100 s shows the difference. The formula \(S(1-e^{-k_dt})\) gives 3110, 7585 and 11403 s for the three rates; the simulation gives 3100, 7568 and 11395 s. The broadening at this stage depends strongly on \(k_d\), although its final value does not.

The initial value \(Sk_d\) slightly overestimates the peak, because the layer must first fill. The simulated peaks of \(s-1\) are 35.7, 117.2 and 340.5, against 36, 120 and 360. A model with one filling time \(\tau\) gives the size of this effect. Write \(u=s-1\) and
\[
\tau\frac{du}{dt}=Sk_de^{-k_dt}-u,\qquad u(0)=0,
\]
with the solution
\[
u=\frac{Sk_d}{1-k_d\tau}\left(e^{-k_dt}-e^{-t/\tau}\right).
\]
Setting \(du/dt=0\) gives the peak time \(t_p=\tau\ln[1/(k_d\tau)]/(1-k_d\tau)\). At that time \(u=Sk_de^{-k_dt_p}\), so for small \(k_d\tau\) the peak is lowered by the fraction \(k_d\tau\ln[1/(k_d\tau)]\). With \(\tau\) estimated by \(T_{\max}=0.52\) s, this is about 6% at the fastest rate; the simulation shows 5%. The logarithm makes the error in the peak larger than \(k_dT_{\max}=0.016\) itself.

## 8. Clusters that recapture interstitials

Clusters can also take interstitials back. Let \(s_m>1\) be the supersaturation at which capture balances emission, and write
\[
r=k_dN\left(1-\frac{s}{s_m}\right).
\]
If \(s_m\) were below 1, the clusters would grow even in an equilibrium crystal and would not dissolve. In the quasi-steady state \(s=1+Sr/Q\) at the clusters. Substitute this and collect the terms in \(r\):
\[
r\left(1+\frac{k_dNS}{Qs_m}\right)=k_dN\left(1-\frac1{s_m}\right).
\]
Setting \(N=Q\) gives the initial plateau,
\[
s-1=\frac{Sr}{Q}=\frac{Sk_d(1-1/s_m)}{1+Sk_d/s_m}.
\]
For the duration, use \(dt=-dN/r\):
\[
dt=-\frac{dN}{1-1/s_m}\left(\frac1{k_dN}+\frac{S}{Qs_m}\right).
\]
Integrating from \(N=Q\) to \(N=fQ\) gives
\[
t_f=\frac{\ln(1/f)/k_d+S(1-f)/s_m}{1-1/s_m}.
\]

When \(k_d\) is large, the plateau tends to \(s_m-1\) and the release time to \(S(1-f)/(s_m-1)\). Dissociation is then no longer the bottleneck: the clusters hold the crystal near \(s_m\), and diffusion to the surface, together with removal there, sets the pace. The product of the two limits is \(S(1-f)\), as the general result requires.

For \(s_m=50\), raising \(k_d\) from 0.03 to 0.3 s\(^{-1}\) raises the peak of \(s-1\) only from 43.0 to 48.3 and shortens the 99% release time from 399 to 258 s. The excess variance remains \(1200\ \mathrm{nm^2}\) in both simulations.

## 9. Is quasi-steady removal necessary?

For the time integral of the supersaturation it is not. Integrate the full balance from zero to infinite time and define \(\Theta(x)=\int_0^\infty c\,dt\). The storage term gives \(c(x,\infty)-c(x,0)=0\), because the excess is zero at the start and has drained away at the end. What remains is
\[
D_I\Theta''+Q\,\delta(x-R)=0,
\]
with the same linear boundary conditions. This is the problem of Section 4 with \(r\) replaced by \(Q\), so beyond \(R\)
\[
\frac{\Theta}{C^*}=\frac{Q(R+L)}{D_IC^*}=S .
\]
Interstitials stored for a while in the layer delay the excess but do not change its time integral.

The dopant needs more care. Its variance grows with \(\langle s\rangle\), an average over a profile that is itself changing. If \(s\) is not uniform, the time integral of this average need not equal \(S\). Quasi-steadiness removes the difficulty by making \(s\) uniform beyond \(R\).

The case \(k_d=10\) s\(^{-1}\), with \(k_dT_{\max}=5.2\), separates the two statements. The simulated peak of \(s-1\) is about \(2.2\times10^4\), far below the quasi-steady value \(1.2\times10^5\). The time integral is still 12000 s. The excess variance is \(1199.2\ \mathrm{nm^2}\), lower than the formula by less than 0.1%. For these parameters, then, even a strong departure from quasi-steadiness hardly affects the broadening.

The static equation also treats clusters spread over a range of depths. Let \(g(x')\) be the normalized distribution of the trapped dose. The equation is linear, so for dopant deeper than all clusters the contributions add:
\[
\Theta=\frac{Q}{D_I}\int g(x')(x'+L)\,dx'=\frac{Q(\bar x+L)}{D_I}.
\]
The depth \(R\) is replaced by the centroid \(\bar x\). Clusters at different depths may dissolve at different rates without changing this result.

## 10. Where the independence fails

The result needs a surface law that is linear and does not change during the anneal. Suppose instead that the surface flux is \(\kappa c(0)^2\). If interstitials are removed in pairs, and the reverse process balances removal at equilibrium, the net flux is \(\kappa(C_I^2-C^{*2})=\kappa c(c+2C^*)\) at the surface. This reduces to the quadratic law while \(c\gg C^*\) and becomes linear close to equilibrium. As a simple model, the quadratic law is used here at all times. It leaves out the linear part of the removal, and therefore exaggerates the effect of the dissociation rate. In the quasi-steady state \(c(0)=\sqrt{r/\kappa}\), and beyond \(R\)
\[
c=\frac{rR}{D_I}+\sqrt{\frac r\kappa}.
\]
For first-order dissociation the first term integrates to \(QR/D_I\). The second gives
\[
\sqrt{\frac{k_dQ}{\kappa}}\int_0^\infty e^{-k_dt/2}dt=\sqrt{\frac{k_dQ}{\kappa}}\;\frac2{k_d}=2\sqrt{\frac{Q}{\kappa k_d}} .
\]
Slow release now causes more broadening, because a small excess is removed inefficiently. With \(\kappa=2.5\times10^{-17}\ \mathrm{cm^4/s}\), the integral of \(s-1\) over the 5000 s anneal is about 17300 s for \(k_d=0.003\) s\(^{-1}\) and 12300 s for 0.03 s\(^{-1}\), in both formula and simulation. The excess variances are 1730 and \(1231\ \mathrm{nm^2}\).

A second failure arises if the dopant also moves with vacancies. Let a fraction \(f_I\) of \(D_A^*\) come from interstitials, and let rapid recombination hold the vacancy concentration at \(1/s\) times its equilibrium value. Assume also that this recombination removes only a negligible share of the released interstitials, so that the integral of \(s-1\) still tends to \(S\). For uniform \(s\),
\[
\int(D_A-D_A^*)\,dt=D_A^*\left[f_I\int(s-1)\,dt-(1-f_I)\int\left(1-\frac1s\right)dt\right].
\]
When \(s\gg1\), the last integrand is close to 1, so this term measures how long the supersaturation lasts, and that depends on the dissociation rate. For \(s\ge1\) its magnitude is at most \((1-f_I)D_A^*t\). It can be neglected when the interstitial term, \(f_ID_A^*\int(s-1)\,dt\), is much larger. The assumption about recombination is a separate restriction. Let \(D_V\) and \(C_V^*\) be the vacancy diffusivity and equilibrium concentration. Vacancies diffusing in from the surface consume interstitials, and if the surface is a perfect sink for both defects, the quasi-steady balance gives \(\int(s-1)\,dt=S-\beta\int(1-1/s)\,dt\) with \(\beta=D_VC_V^*/(D_IC^*)\). This loss has the same form as the vacancy term and also depends on the rate. It is the smaller of the two only if \(f_I\beta<1-f_I\), which need not hold in a real crystal.

The numerical output below gives the individual runs behind the values quoted here.

## Computed values

```
Trapped dose Q = 1.0e+14 cm^-2
R, L, W = 100, 20, 1000 nm
D_I = 1.0e-08 cm^2/s, k_s = 5.0e-03 cm/s
C_eq = 1.0e+13 cm^-3, D_A = 5.0e-16 cm^2/s
Dopant depth = 500 nm, initial sigma = 20.00 nm
Anneal time = 5000 s, short anneal = 100 s
Longest mean exit time: formula 0.520 s, numeric 0.520 s
Formula S = 12000.0 s
Formula excess integral of D_A = 6.000e-12 cm^2 = 600.0 nm^2
Formula excess variance = 1200.0 nm^2
Ordinary variance 2 D_A t = 500.0 nm^2
Formula final sigma = 45.83 nm
Spread clusters: centroid 100.4 nm, integral 12043.8 s, formula 12043.8 s
First-order dissociation, simulated:
 k_d=0.003 /s: k_d*T_exit=0.00156, peak s-1=35.7 (formula 36.0)
   99% release 1535.1 s, integral 12000.0 s, excess var 1200.00 nm^2
   final sigma 45.826 nm; short anneal integral 3100 s (formula 3110 s)
 k_d=0.010 /s: k_d*T_exit=0.00520, peak s-1=117.2 (formula 120.0)
   99% release 460.5 s, integral 12000.0 s, excess var 1200.00 nm^2
   final sigma 45.826 nm; short anneal integral 7568 s (formula 7585 s)
 k_d=0.030 /s: k_d*T_exit=0.01560, peak s-1=340.5 (formula 360.0)
   99% release 153.5 s, integral 12000.0 s, excess var 1199.99 nm^2
   final sigma 45.826 nm; short anneal integral 11395 s (formula 11403 s)
Profile difference, slowest vs fastest of these: 6.9e-05 of peak
Profile difference from Gaussian: 3.1e-03 of peak
Doubled dose: excess variance 2399.99 nm^2
Fast release k_d=10 /s: k_d*T_exit=5.20
   peak s-1=21554, quasi-steady formula 120000
   integral 12000.0 s, excess variance 1199.24 nm^2
With recapture, simulated (formula):
 k_d=0.03 /s, s_m=50: peak s-1 43.0 (43.0)
   99% release 399.1 s (399.1 s), excess variance 1200.00 nm^2
 k_d=0.30 /s, s_m=50: peak s-1 48.3 (48.3)
   99% release 258.1 s (258.1 s), excess variance 1200.00 nm^2
 k_d=0.03 /s, s_m=200: peak s-1 126.7 (127.9)
   99% release 214.0 s (214.0 s), excess variance 1199.99 nm^2
Quadratic surface removal, kappa = 2.5e-17 cm^4/s:
 k_d=0.003 /s: integral 17301 s (formula 17303 s), excess var 1730 nm^2
 k_d=0.030 /s: integral 12314 s (formula 12309 s), excess var 1231 nm^2
```
